**Variable-cell BFGS with a symmetry-preserving starting inverse Hessian**

The program relaxes a crystal in strain and fractional coordinates, starting from the inverse Hessian diag[1/(3ΩB), g₀⁻¹/(M_h⟨ω²⟩)]. Here Ω is the cell volume, B the bulk modulus at fixed fractional coordinates, g₀ the lattice metric, M_h the harmonic mean mass and ⟨ω²⟩ the mean squared optical angular frequency. It asserts that the isotropic strain curvature equals 3ΩB at 0 and 10 GPa, and that the harmonic mean mass is exact, within numerical tolerance, when the on-site force-constant traces are equal. It also asserts the analytic gradient against finite differences, and the invariance of the enthalpy under all twelve operations at an unsymmetric point. The symmetric run converges in 10 steps to the lattice parameters found by an independent derivative-free minimization, with a symmetry error of about 4 × 10⁻¹⁶. In a skewed cell the metric block keeps the symmetry, while a unit block breaks it by 0.017 after one step. From one unsymmetric start, the derived scales need 20 steps, against 36 with B ten times too large and 81 with ω ten times too large.

## Program and output

```python
"""Variable-cell BFGS in strain and fractional coordinates.
Result under test: with cell h=(1+eps)h0 and variables x=(eps,s), the start
  inverse Hessian = diag[ 1/(3*Omega*B), inv(h0^T h0)/(M*omega^2) per atom ]
has the right physical scale and makes BFGS preserve the space group.
Omega: cell volume, B: bulk modulus at fixed s, M: harmonic mean mass,
omega: rms optical angular frequency. Lattice vectors are columns of h.
Model: wurtzite topology, Morse bonds D*((1-exp(-alpha(r-r0)))^2-1), SI units.
"""
import itertools
import numpy as np
from scipy.constants import atomic_mass
from scipy.linalg import block_diag
from scipy.optimize import minimize

NM, GPA, AJ = 1e-9, 1e9, 1e-18
SPECIES = np.array([0, 0, 1, 1])
MASS_U = np.array([20.0, 20.0, 60.0, 60.0])
MASS = MASS_U * atomic_mass
# bond kinds: axial AB, basal AB, AA, BB
DEPTH = np.array([0.5, 0.5, 0.10, 0.08]) * AJ
ALPHA = np.array([15.0, 15.0, 12.0, 12.0]) / NM
REST = np.array([0.21, 0.20, 0.33, 0.33]) * NM
PRESSURE = 10 * GPA


def wurtzite(a, c, u):
    h = np.array([[a, -a / 2, 0], [0, a * np.sqrt(3) / 2, 0], [0, 0, c]])
    s = np.array([[1/3, 2/3, 0], [2/3, 1/3, .5],
                  [1/3, 2/3, u], [2/3, 1/3, u + .5]])
    return h, s


def bond_network():
    h, s = wurtzite(1.0, np.sqrt(8 / 3), 0.375)
    bonds = []
    for i, j in itertools.product(range(4), repeat=2):
        for n in itertools.product(range(-2, 3), repeat=3):
            r = h @ (s[j] + np.array(n) - s[i])
            dist = np.linalg.norm(r)
            if SPECIES[i] == SPECIES[j] and 0.1 < dist < 1.1:
                bonds.append((i, j, *n, 2 + SPECIES[i]))
            elif SPECIES[i] != SPECIES[j] and dist < 0.7:
                axial = np.hypot(r[0], r[1]) < 1e-6
                bonds.append((i, j, *n, 0 if axial else 1))
    return np.array(bonds)


BONDS = bond_network()          # directed bonds, each carries half the energy
assert len(BONDS) == 64
I_AT, J_AT, SHIFT, KIND = BONDS[:, 0], BONDS[:, 1], BONDS[:, 2:5], BONDS[:, 5]


def evaluate(h, s, pressure, shift=SHIFT, depth=DEPTH):
    """Enthalpy, symmetric strain derivative of it, Cartesian gradient."""
    r = (s[J_AT] + shift - s[I_AT]) @ h.T
    dist = np.linalg.norm(r, axis=1)
    dd, al = depth[KIND], ALPHA[KIND]
    q = np.exp(-al * (dist - REST[KIND]))
    volume = np.linalg.det(h)
    energy = 0.5 * np.sum(dd * ((1 - q)**2 - 1))
    pull = (dd * al * q * (1 - q) / dist)[:, None] * r
    grad = np.zeros_like(s)
    np.add.at(grad, J_AT, pull)
    np.add.at(grad, I_AT, -pull)
    virial = pull.T @ r + pressure * volume * np.eye(3)
    return energy + pressure * volume, virial, grad


class Crystal:
    def __init__(self, h0, s0, pressure, shift=SHIFT):
        self.h0, self.s0, self.p, self.shift = h0, s0, pressure, shift
        self.x0 = np.concatenate([np.zeros(9), s0.ravel()])

    def cell(self, x):
        return (np.eye(3) + x[:9].reshape(3, 3)) @ self.h0

    def value_gradient(self, x):
        h = self.cell(x)
        if np.linalg.det(h) <= 0:
            return np.inf, None
        val, virial, grad = evaluate(h, x[9:].reshape(-1, 3), self.p, self.shift)
        deform = np.eye(3) + x[:9].reshape(3, 3)
        g_strain = virial @ np.linalg.inv(deform).T
        return val, np.concatenate([g_strain.ravel(), (grad @ h).ravel()])

    def residuals(self, x):
        h = self.cell(x)
        _, virial, grad = evaluate(h, x[9:].reshape(-1, 3), self.p, self.shift)
        return np.abs(virial).max() / np.linalg.det(h), np.abs(grad).max()

    def hessian(self, step=1e-5):
        rows = []
        for e in np.eye(len(self.x0)) * step:
            rows.append((self.value_gradient(self.x0 + e)[1]
                         - self.value_gradient(self.x0 - e)[1]) / (2 * step))
        k = np.array(rows)
        return (k + k.T) / 2

    def start_inverse(self, bulk, stiffness):
        vol = np.linalg.det(self.h0)
        atom = np.linalg.inv(self.h0.T @ self.h0) / stiffness
        return block_diag(np.eye(9) / (3 * vol * bulk), np.kron(np.eye(4), atom))


def symmetry_operations(h0, s0):
    """Linear parts T of all space-group operations acting on x."""
    g = h0.T @ h0 / np.trace(h0.T @ h0)
    vecs = np.array(list(itertools.product(range(-2, 3), repeat=3)))
    len2 = np.einsum('ni,ij,nj->n', vecs, g, vecs)
    columns = [vecs[np.abs(len2 - g[i, i]) < 1e-9] for i in range(3)]
    found = []
    for combo in itertools.product(*columns):
        w_mat = np.array(combo).T
        if np.abs(w_mat.T @ g @ w_mat - g).max() > 1e-9:
            continue
        rot = h0 @ w_mat @ np.linalg.inv(h0)
        for j in np.flatnonzero(SPECIES == SPECIES[0]):
            image = s0 @ w_mat.T + s0[j] - w_mat @ s0[0]
            t = np.zeros((21, 21))
            t[:9, :9] = np.kron(rot, rot)
            matched = 0
            for i, k in itertools.product(range(4), repeat=2):
                diff = image[i] - s0[k]
                if (SPECIES[i] == SPECIES[k]
                        and np.abs(diff - np.round(diff)).max() < 1e-8):
                    t[9+3*k:12+3*k, 9+3*i:12+3*i] = w_mat
                    matched += 1
            if matched == 4:
                found.append(t)
                break
    return found


def relax(crystal, inverse, displacement=0.0):
    x = crystal.x0 + displacement
    val, g = crystal.value_gradient(x)
    path, log, factors = [x], [(val, *crystal.residuals(x))], []
    a = inverse.copy()
    for _ in range(500):
        if log[-1][1] < 1e-4 * GPA and log[-1][2] < 1e-13:
            return path, log, a, factors
        d = -a @ g
        slope, lam = g @ d, 1.0
        while True:
            new_val, new_g = crystal.value_gradient(x + lam * d)
            if new_val <= val + 1e-4 * lam * slope + 1e-14 * abs(val):
                break
            lam /= 2
            assert lam > 1e-12
        step, y = lam * d, new_g - g
        if step @ y > 0:
            rho = 1 / (step @ y)
            left = np.eye(len(x)) - rho * np.outer(step, y)
            a = left @ a @ left.T + rho * np.outer(step, step)
        x, val, g = x + step, new_val, new_g
        path.append(x)
        log.append((val, *crystal.residuals(x)))
        factors.append(lam)
    raise AssertionError("relaxation did not converge")


def equilibrium(pressure):
    """Derivative-free minimization over a, c, u only."""
    def f(p):
        h, s = wurtzite(p[0] * 0.33 * NM, p[1] * 0.54 * NM, p[2])
        return evaluate(h, s, pressure)[0] / AJ
    res = minimize(f, [1.0, 1.0, 0.38], method='Nelder-Mead',
                   options=dict(xatol=1e-10, fatol=1e-15, maxiter=800))
    return res.x * np.array([0.33 * NM, 0.54 * NM, 1.0])


def force_constants(h, s, depth=DEPTH, step=1e-14):
    rows, inv_h = [], np.linalg.inv(h)
    for e in np.eye(12) * step:
        ds = e.reshape(4, 3) @ inv_h.T
        rows.append((evaluate(h, s + ds, 0, depth=depth)[2]
                     - evaluate(h, s - ds, 0, depth=depth)[2]).ravel() / (2*step))
    phi = np.array(rows)
    return (phi + phi.T) / 2


def optical_squares(phi, masses):
    m = np.repeat(masses, 3)
    return np.linalg.eigvalsh(phi / np.sqrt(np.outer(m, m)))[3:]


def clamped_bulk(h, s, delta=1e-3):
    vol = np.linalg.det(h)
    e = [evaluate(h * (1 + k * delta)**(1/3), s, 0)[0] for k in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / (delta**2 * vol)


# --- scales from the zero-pressure crystal ---
ref0 = equilibrium(0.0)
h_ref, s_ref = wurtzite(*ref0)
bulk = clamped_bulk(h_ref, s_ref)
phi = force_constants(h_ref, s_ref)
omega2 = optical_squares(phi, MASS)
harmonic_mass = 4 / np.sum(1 / MASS)
stiffness = harmonic_mass * omega2.mean()
true_mean = np.trace(phi) / 9
ratio = np.linalg.eigvalsh(phi)[3:] / omega2 / atomic_mass
assert MASS_U.min() - 1e-6 < ratio.min() and ratio.max() < MASS_U.max() + 1e-6

# harmonic mean mass is exact when the on-site traces are equal
equal_depth = DEPTH.copy()
equal_depth[3] = equal_depth[2]
phi_eq = force_constants(h_ref, s_ref, equal_depth)
mean_eq = harmonic_mass * optical_squares(phi_eq, MASS).mean()
assert abs(mean_eq / (np.trace(phi_eq) / 9) - 1) < 1e-6
rng = np.random.default_rng(4)
b = rng.normal(size=(3, 3))
pair = np.kron([[1, -1], [-1, 1]], b @ b.T)
w2 = optical_squares(pair, np.array([1.0, 5.0]))
assert abs(2 / (1 + 1/5) * w2.sum() / np.trace(pair) - 1) < 1e-10

# --- strain stiffness 3*Omega*B and stability, at both pressures ---
ref_p = equilibrium(PRESSURE)
spectra, strain_ratio = [], []
for params, p in ((ref0, 0.0), (ref_p, PRESSURE)):
    h, s = wurtzite(*params)
    cr = Crystal(h, s, p)
    k = cr.hessian()
    v = np.eye(3).ravel() / np.sqrt(3)
    expected = 3 * np.linalg.det(h) * clamped_bulk(h, s)
    strain_ratio.append(v @ k[:9, :9] @ v / expected)
    assert abs(strain_ratio[-1] - 1) < 1e-4   # finite-difference truncation
    low = np.linalg.cholesky(cr.start_inverse(bulk, stiffness))
    ev = np.linalg.eigvalsh(low.T @ k @ low)
    order = np.argsort(np.abs(ev))
    assert np.abs(ev[order[:6]]).max() < 1e-5 and ev[order[6:]].min() > 1e-3
    spectra.append((ev[order[6:]].min(), ev[order[6:]].max()))
    if p == 0:
        load = np.concatenate([np.eye(3).ravel(), np.zeros(12)])
        soft = load @ np.linalg.pinv(k / AJ, rcond=1e-4, hermitian=True) @ load
        bulk_relaxed = AJ / (np.linalg.det(h) * soft)
vol = [np.linalg.det(wurtzite(*equilibrium(q * GPA))[0]) for q in (-.2, .2)]
bulk_curve = -0.4 * GPA * np.linalg.det(h_ref) / (vol[1] - vol[0])
assert abs(bulk_curve / bulk_relaxed - 1) < 1e-3
assert bulk_relaxed <= bulk * (1 + 1e-6)

# --- gradient and group action at an arbitrary, unsymmetric point ---
START = (0.34 * NM, 0.53 * NM, 0.39)
h0, s0 = wurtzite(*START)
crystal = Crystal(h0, s0, PRESSURE)
ops = symmetry_operations(h0, s0)
assert len(ops) == 12
kick = 0.02 * rng.normal(size=21)
val, grad = crystal.value_gradient(crystal.x0 + kick)
numeric = np.array([(crystal.value_gradient(crystal.x0 + kick + e)[0]
                     - crystal.value_gradient(crystal.x0 + kick - e)[0]) / 2e-5
                    for e in np.eye(21) * 1e-5])
gradient_error = np.abs(numeric - grad).max() / np.abs(grad).max()
assert gradient_error < 1e-6
g_eps = grad[:9].reshape(3, 3)
assert np.abs(g_eps - g_eps.T).max() > 1e-6 * np.abs(g_eps).max()
turned = g_eps @ (np.eye(3) + kick[:9].reshape(3, 3)).T
assert np.abs(turned - turned.T).max() < 1e-10 * np.abs(turned).max()
for t in ops:
    v2, g2 = crystal.value_gradient(crystal.x0 + t @ kick)
    assert abs(v2 - val) < 1e-11 * abs(val)
    assert np.abs(t.T @ g2 - grad).max() < 1e-10 * np.abs(grad).max()


def asymmetry(path, x0, group):
    return max(np.abs(t @ (x - x0) - (x - x0)).max() for x in path for t in group)


# --- symmetric relaxation ---
inv0 = crystal.start_inverse(bulk, stiffness)
path, log, inv_end, factors = relax(crystal, inv0)
sym_x = asymmetry(path, crystal.x0, ops)
sym_h = max(np.abs(t @ inv_end @ t.T - inv_end).max() for t in ops)
sym_h /= np.abs(inv_end).max()
assert sym_x < 1e-10 and sym_h < 1e-6
drift = max(np.abs((x - crystal.x0)[9:].reshape(4, 3).mean(0)).max() for x in path)
assert drift < 1e-11
h_end, s_end = crystal.cell(path[-1]), path[-1][9:].reshape(4, 3)
final = np.array([np.linalg.norm(h_end[:, 0]), np.linalg.norm(h_end[:, 2]),
                  s_end[2, 2] - s_end[0, 2]])
assert np.abs(final / ref_p - 1).max() < 1e-6

# --- same lattice, skewed third vector: metric block against unit block ---
skew = np.array([[1, 0, 1], [0, 1, 0], [0, 0, 1]])
unskew = np.round(np.linalg.inv(skew)).astype(int)
skewed = Crystal(h0 @ skew, s0 @ unskew.T, PRESSURE, SHIFT @ unskew.T)
ops_skew = symmetry_operations(skewed.h0, skewed.s0)
assert len(ops_skew) == 12
path_m, log_m, _, _ = relax(skewed, skewed.start_inverse(bulk, stiffness))
sym_metric = asymmetry(path_m, skewed.x0, ops_skew)
assert sym_metric < 1e-10
for one, two in zip(log[:6], log_m[:6]):
    assert abs(one[0] - two[0]) < 1e-10 * abs(one[0])
unit = skewed.start_inverse(bulk, stiffness)
mean_len2 = np.trace(skewed.h0.T @ skewed.h0) / 3
unit[9:, 9:] = np.eye(12) / (stiffness * mean_len2)
path_u, log_u, _, _ = relax(skewed, unit)
sym_unit = asymmetry(path_u[:2], skewed.x0, ops_skew)
assert sym_unit > 1e-4

# --- start without symmetry: effect of the scales ---
counts = []
for f_bulk, f_omega in ((1, 1), (10, 1), (1, 10)):
    guess = crystal.start_inverse(bulk * f_bulk, stiffness * f_omega**2)
    path_k, log_k, _, _ = relax(crystal, guess, kick)
    assert abs(log_k[-1][0] / log[-1][0] - 1) < 1e-9
    counts.append(len(log_k) - 1)
    if (f_bulk, f_omega) == (1, 1):
        e_end = path_k[-1][:9].reshape(3, 3)
        rotation = np.abs(e_end - e_end.T).max() / 2
assert counts[0] < counts[2]

# --- printed numbers ---
print("Bond kinds: axial AB, basal AB, AA, BB")
print("Morse depths (aJ):", np.round(DEPTH / AJ, 3))
print("Morse alpha (1/nm):", np.round(ALPHA * NM, 2))
print("Rest lengths (nm):", np.round(REST / NM, 3))
print("Masses A, B (u):", MASS_U[0], MASS_U[2])
print(f"P=0 crystal: a={ref0[0]/NM:.6f} nm c={ref0[1]/NM:.6f} nm u={ref0[2]:.6f}")
print(f"Bulk modulus, fixed s (GPa): {bulk/GPA:.3f}")
print(f"Bulk modulus, relaxed (GPa): {bulk_relaxed/GPA:.3f}")
print(f"Same from volume-pressure curve (GPa): {bulk_curve/GPA:.3f}")
print(f"Rms optical frequency omega/2pi (THz): "
      f"{np.sqrt(omega2.mean())/(2*np.pi)/1e12:.4f}")
print(f"Harmonic, arithmetic mean mass (u): {harmonic_mass/atomic_mass:.3f} "
      f"{MASS_U.mean():.3f}")
print(f"Atomic stiffness M_h*omega^2 (N/m): {stiffness:.3f}")
print(f"With arithmetic mean mass (N/m): {MASS.mean()*omega2.mean():.3f}")
print(f"True mean nonzero force constant (N/m): {true_mean:.3f}")
print(f"Eigenvalue/omega^2, min and max (u): {ratio.min():.3f} {ratio.max():.3f}")
print("Isotropic strain stiffness/(3 Omega B), P=0 and 10 GPa: "
      f"{strain_ratio[0]:.6f} {strain_ratio[1]:.6f}")
print("Scaled Hessian nonzero range, P=0: "
      f"{spectra[0][0]:.4f} to {spectra[0][1]:.4f}")
print("Scaled Hessian nonzero range, 10 GPa: "
      f"{spectra[1][0]:.4f} to {spectra[1][1]:.4f}")
print(f"Relative gradient error against differences: {gradient_error:.1e}")
print(f"External pressure (GPa): {PRESSURE/GPA:.1f}; operations: {len(ops)}")
print(f"Start: a={START[0]/NM:.3f} nm c={START[1]/NM:.3f} nm u={START[2]:.3f}")
vol0 = np.linalg.det(h0)
g0 = crystal.value_gradient(crystal.x0)[1]
f0 = -evaluate(h0, s0, PRESSURE)[2]
d0 = -inv0 @ g0
print(f"Start volume (nm^3): {vol0/NM**3:.6f}")
print(f"3*Omega*B at start (aJ): {3*vol0*bulk/AJ:.4f}")
print(f"Strain gradient xx, zz (aJ): {g0[0]/AJ:.5f} {g0[8]/AJ:.5f}")
print(f"Force along c on A, B (nN): {f0[0,2]*1e9:.5f} {f0[2,2]*1e9:.5f}")
print(f"First direction eps_xx, eps_zz: {d0[0]:.6f} {d0[8]:.6f}")
print(f"First direction s_z of A, B: {d0[11]:.6f} {d0[17]:.6f}")
print(f"First step factor: {factors[0]:.4f}; smallest: {min(factors):.4f}")
print("Iter, enthalpy above final (aJ), max stress error (GPa), max force (nN)")
stride = -(-len(log) // 14)
for n in sorted(set(range(0, len(log), stride)) | {len(log) - 1}):
    e, st, fo = log[n]
    print(f"{n:3d} {(e-log[-1][0])/AJ:10.2e} {st/GPA:10.2e} {fo*1e9:10.2e}")
print(f"BFGS final: a={final[0]/NM:.6f} nm c={final[1]/NM:.6f} nm u={final[2]:.6f}")
print(f"Direct min: a={ref_p[0]/NM:.6f} nm c={ref_p[1]/NM:.6f} nm u={ref_p[2]:.6f}")
print(f"Final enthalpy per cell (aJ): {log[-1][0]/AJ:.6f}")
print(f"Largest symmetry error in x, in inverse Hessian: {sym_x:.1e} {sym_h:.1e}")
print(f"Largest drift of mean fractional position: {drift:.1e}")
print(f"Skewed cell, metric block, symmetry error: {sym_metric:.1e}")
print(f"Skewed cell, unit block, error after one step: {sym_unit:.2e}")
print("Iterations, unsymmetric start; scales right, B x10, omega x10:", *counts)
print(f"Unsymmetric start, antisymmetric part of final strain: {rotation:.2e}")
print("all good")
```

It prints:

```
Bond kinds: axial AB, basal AB, AA, BB
Morse depths (aJ): [0.5  0.5  0.1  0.08]
Morse alpha (1/nm): [15. 15. 12. 12.]
Rest lengths (nm): [0.21 0.2  0.33 0.33]
Masses A, B (u): 20.0 60.0
P=0 crystal: a=0.330294 nm c=0.539263 nm u=0.389160
Bulk modulus, fixed s (GPa): 308.446
Bulk modulus, relaxed (GPa): 306.635
Same from volume-pressure curve (GPa): 306.631
Rms optical frequency omega/2pi (THz): 15.5339
Harmonic, arithmetic mean mass (u): 30.000 40.000
Atomic stiffness M_h*omega^2 (N/m): 474.561
With arithmetic mean mass (N/m): 632.748
True mean nonzero force constant (N/m): 470.750
Eigenvalue/omega^2, min and max (u): 24.854 49.018
Isotropic strain stiffness/(3 Omega B), P=0 and 10 GPa: 0.999998 0.999998
Scaled Hessian nonzero range, P=0: 0.1079 to 1.7011
Scaled Hessian nonzero range, 10 GPa: 0.1081 to 1.8640
Relative gradient error against differences: 1.0e-08
External pressure (GPa): 10.0; operations: 12
Start: a=0.340 nm c=0.530 nm u=0.390
Start volume (nm^3): 0.053060
3*Omega*B at start (aJ): 49.0982
Strain gradient xx, zz (aJ): 1.51331 0.28177
Force along c on A, B (nN): -1.62393 1.62393
First direction eps_xx, eps_zz: -0.030822 -0.005739
First direction s_z of A, B: -0.006457 0.006457
First step factor: 1.0000; smallest: 1.0000
Iter, enthalpy above final (aJ), max stress error (GPa), max force (nN)
  0   5.96e-02   2.85e+01   1.62e+00
  1   5.54e-03   5.73e+00   1.06e+00
  2   1.95e-03   5.38e+00   7.96e-02
  3   1.19e-03   2.20e+00   7.97e-02
  4   4.98e-04   9.44e-01   1.42e-01
  5   3.95e-05   7.18e-01   6.51e-02
  6   2.08e-06   2.51e-01   1.63e-02
  7   2.34e-08   2.19e-02   4.72e-04
  8   1.08e-10   1.24e-03   7.52e-05
  9   3.24e-12   1.90e-04   2.69e-05
 10   0.00e+00   1.14e-06   3.46e-07
BFGS final: a=0.327268 nm c=0.532785 nm u=0.390416
Direct min: a=0.327268 nm c=0.532785 nm u=0.390416
Final enthalpy per cell (aJ): -5.658327
Largest symmetry error in x, in inverse Hessian: 3.9e-16 7.0e-11
Largest drift of mean fractional position: 4.6e-17
Skewed cell, metric block, symmetry error: 4.8e-16
Skewed cell, unit block, error after one step: 1.73e-02
Iterations, unsymmetric start; scales right, B x10, omega x10: 20 36 81
Unsymmetric start, antisymmetric part of final strain: 5.41e-03
all good
```
